# The 1s eigenvalue and empty levels of hydrogen in LSDA, part 2

A spin-polarised local density (LSDA) calculation on the hydrogen atom gives the total energy $E=-0.47871$ and the 1s Kohn–Sham eigenvalue $\varepsilon=-0.26902$ hartree; both are exactly $-\tfrac12$ in the true atom. The question now is whether the empty levels of the same potential form a Rydberg series.

Hartree atomic units are used, with a fixed point nucleus and no relativity. The spin-up electron has the s radial function $u(r)$, $\int_0^\infty u^2\,dr=1$, and occupation $f$ ($f=1$ for the atom), so $n=fu^2/(4\pi r^2)$. The Kohn–Sham equation is

$$hu\equiv-\tfrac12u''+v\,u=\varepsilon u,\qquad v=-\frac1r+v_H+v_x+v_c .$$

At $f=1$ the shell formula for the Hartree potential is

$$v_H=\frac1r\Big(1-\int_r^\infty\! u^2dr'\Big)+\int_r^\infty\!\frac{u^2}{r'}dr' .$$

Exchange is $v_x=\tfrac43e_x=-(6n/\pi)^{1/3}$. Correlation is PW92 at full polarisation, with parameters $A,\alpha_1,\beta_1,\dots,\beta_4$ and $r_s=(3/4\pi n)^{1/3}$:

$$e_c=-2A(1+\alpha_1r_s)\ln\!\Big(1+\frac1Q\Big),\qquad Q=2A\big(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2\big),$$

and $v_c=e_c-\tfrac{r_s}{3}\,de_c/dr_s$. Also $v_{xc}=v_x+v_c$, and $s(r)=v_H+v_{xc}$ is the spurious potential, which would be zero for the exact functional.

"The program" solves the equation self-consistently on a radial grid, with a Gaussian-basis calculation as a check. "Exchange only" (x-only) means the same calculation without correlation.

The closing list of numbers also uses the energy components

$$E=T+V+U+E_x+E_c,\qquad T=f\!\int\!\tfrac12 u'^2dr,\qquad V=-f\!\int\!\frac{u^2}{r}dr,$$

with $U=\tfrac12\int n\,v_H\,d^3r$, $E_{x,c}=\int n\,e_{x,c}(n)\,d^3r$ and $E_{xc}=E_x+E_c$. There `eps` is $\varepsilon$, `<h>` is the expectation value of $h$ in the orbital that generates its potential, and "exact density" refers to the exact orbital $u_0=2re^{-r}$. The mean and spread (standard deviation) of $v_H+v_{xc}$ are weighted with $u^2$. At occupation $f$ the self-consistent values obey $dE/df=\varepsilon(f)$.

### The tail of the potential

At $f=1$ the shell formula gives

$$v_H-\frac1r=-\int_r^\infty\! u^2\Big(\frac1r-\frac1{r'}\Big)dr'\le0 .$$

The electron's own charge screens the nucleus completely at large $r$, and only $v_{xc}$ could restore the attraction.

For the decay of $u$, set $\kappa=\sqrt{-2\varepsilon}$ and $y=u'/u$. The equation $u''=(\kappa^2+2v)u$ becomes $y'=\kappa^2+2v-y^2$. Since $v\to0$, the normalisable solution has $y=-\kappa+\eta$ with $\eta\to0$, and $\eta'=2v+2\kappa\eta-\eta^2$. Dropping $\eta^2$, the solution that does not grow is $\eta(r)=-2\int_r^\infty v(r')e^{-2\kappa(r'-r)}dr'$, of order $|v|/\kappa$. For a tail $v=-q/r$ this is $q/(\kappa r)$ at leading order, so $u\sim r^{q/\kappa}e^{-\kappa r}$, which reproduces $re^{-r}$ for $q=\kappa=1$. In LSDA, $y\to-\kappa$ already makes $n$, and with it $v$, exponentially small, so $\int\eta\,dr$ converges and $u\to Ce^{-\kappa r}$ with no power of $r$.

Put $r'=r+t$ in the Hartree remainder, with $u^2(r')=u^2(r)e^{-2\kappa t}$ and $1/r-1/(r+t)=(t/r^2)(1-t/r+\dots)$. The integrals are $\int te^{-2\kappa t}dt=1/(4\kappa^2)$ and $\int t^2e^{-2\kappa t}dt=1/(4\kappa^3)$, so

$$v_H-\frac1r\simeq-\frac{u^2}{4\kappa^2r^2}\Big(1-\frac1{\kappa r}\Big).$$

This is of order $n$. The exchange potential is of order $n^{1/3}$: inserting $n=3/(4\pi r_s^3)$ gives $v_x=-(9/2\pi^2)^{1/3}/r_s$. For correlation at large $r_s$, $Q\simeq2A\beta_4r_s^2$ is large, $\ln(1+1/Q)\simeq1/Q$, and $e_c\simeq-\alpha_1/(\beta_4r_s)$ with a relative correction of order $r_s^{-1/2}$ from $\beta_3$. For $e_c\propto r_s^{-1}$ the formula for $v_c$ gives $\tfrac43e_c$. Together,

$$r_sv\to-\tfrac43\Big[\tfrac34\Big(\frac9{2\pi^2}\Big)^{1/3}+\frac{\alpha_1}{\beta_4}\Big]=-1.2079 .$$

From $n=u^2/(4\pi r^2)$, $r_s=(3r^2/u^2)^{1/3}$, so $v\propto-r^{-2/3}e^{-2\kappa r/3}$ and

$$\frac{d\ln|v|}{dr}\to-\frac{2\kappa}3-\frac2{3r}.$$

Here $\kappa=\sqrt{2\times0.26902}=0.73351$ per bohr instead of 1, so the wrong eigenvalue also makes the far density too diffuse. The four asymptotic statements are tested at $r=29.95$ bohr. There $d\ln u/dr=-0.73351$. The predicted slope of $\ln|v|$ is $-0.48900-0.02226=-0.51126$ and the computed one $-0.51111$. With $r_s=1.33\times10^7$ bohr, $r_sv=-1.2072$, so $v\approx-9.1\times10^{-8}$, while the Hartree remainder is $-5.7\times10^{-22}$. The effective charge $-rv$, which is 1 everywhere in the true atom, is $0.75$, $0.22$, $0.030$, $3.1\times10^{-4}$ and $2.7\times10^{-6}$ at $r=1,5,10,20,30$ bohr.

### Bound levels are nodes at zero energy

For angular momentum $l$ the radial equation in the fixed potential $v$ is $u''=(W-2\mathcal E)u$ with $W=l(l+1)/r^2+2v$. Take the solution regular at the origin, $u\sim r^{l+1}$, and write $u=\rho\sin\theta$, $u'=\rho\cos\theta$, with $\theta(0)=0$. Nodes of $u$ are the points where $\theta$ is a multiple of $\pi$.

First, differentiating $\cot\theta=u'/u$ gives $-\theta'/\sin^2\theta=W-2\mathcal E-\cot^2\theta$, or $\theta'=\cos^2\theta-(W-2\mathcal E)\sin^2\theta$. At a node $\theta'=1$, so multiples of $\pi$ are crossed only upwards, and the number of nodes in $(0,R)$ is the number of positive multiples of $\pi$ below $\theta(R)$.

Second, let a dot denote $\partial/\partial\mathcal E$. Then $\dot u''=(W-2\mathcal E)\dot u-2u$, so $(u\dot u'-u'\dot u)'=-2u^2$. The bracket vanishes at the origin and equals $u^2\,\partial_{\mathcal E}(u'/u)=-\rho^2\dot\theta$. Hence $\dot\theta(R)=2\int_0^Ru^2dr/\rho^2(R)>0$.

A level of the atom in a hard box of radius $R$ is an energy at which $u(R)=0$. At very negative $\mathcal E$ the solution has no node, because a node at $r_1$ would make $\mathcal E$ a level of the box $r_1$, and such levels are bounded below ($-1/r$ gives at least $-\tfrac12$, and $s$ is bounded). As $\mathcal E$ rises to zero, $\theta(R)$ rises and passes one multiple of $\pi$ per level. So the number of negative box levels equals the number of nodes of the zero-energy solution in $(0,R)$. Box states extended by zero are trial functions for the free atom, and free bound states cut off far out are trial functions of negative energy for a large box. By the variational principle the two counts agree as $R\to\infty$: the number $N_l$ of bound levels (each $(2l+1)$-fold degenerate) is the number of nodes of the zero-energy solution on $(0,\infty)$.

### Finitely many nodes

Each part of $v$ (the screened nucleus, $v_x$, $v_c$) is attractive, and the program asserts $v<0$ on its grid out to 60 bohr. Compare $u$ at zero energy with $w=\sqrt r$, which obeys $w''=-w/(4r^2)$. Using $l(l+1)+\tfrac14=(l+\tfrac12)^2$,

$$(u'w-uw')'=\frac{(l+\frac12)^2-2r^2|v|}{r^2}\,uw .$$

Suppose $a<b$ are neighbouring nodes with $u>0$ between them, and the numerator is positive on $(a,b)$. The right side integrates to a positive number. The left side integrates to $u'(b)w(b)-u'(a)w(a)$, which is negative because $u'(b)<0<u'(a)$. This is a contradiction, so a region with positive numerator holds at most one node. The same argument runs with $a=0$, where $u'w-uw'\sim r^{l+1/2}\to0$, so a numerator positive everywhere allows no node at all.

An exponentially decaying $v$ has $2r^2|v|<\tfrac14$ beyond some $R_0$, here between $12.4$ and $12.5$ bohr, leaving at most one node outside. Inside $R_0$ the nodes are finite in number: there are none near the origin, and an accumulation point would have $u=u'=0$, which forces $u\equiv0$. Further, $2r^2|v|$ has the maximum $2.559$, below $(2+\tfrac12)^2=6.25$, so no level with $l\ge2$ exists. It exceeds $(1+\tfrac12)^2=2.25$, so $l=1$ is not settled by this argument. The total is finite, and a series accumulating at threshold is impossible. Any tail falling faster than $1/r^2$ gives the same conclusion.

For $v=-1/r$ the quantity $2r^2|v|=2r$ is unbounded. With $z=\sqrt{8r}$, $d/dr=(4/z)\,d/dz$. Take $u=zJ_1(z)$ and use $(zJ_1)'=zJ_0$, $J_0'=-J_1$: then $du/dr=4J_0$ and $d^2u/dr^2=-16J_1/z$, which equals $-2u/r$ because $r=z^2/8$. The zeros of $J_1$ approach the spacing $\pi$, so a box of radius $R$ holds about $\sqrt{8R}/\pi$ s levels. The program finds 8, 17 and 35 for $R=100$, 400 and 1600 bohr, equal to the number of Bessel zeros.

### How many there are

Multiply the potential by a coupling $g$. Each level falls as $g$ grows, since $d\mathcal E/dg=\langle v\rangle<0$, and there is none at $g=0$. So $N_l$ is the number of couplings $g_k<1$ at which a new level appears. Outside the potential the zero-energy solution is $c_1r^{l+1}+c_2r^{-l}$, and a node enters from infinity when $c_1$ passes through zero. At such a coupling $u$ is regular at the origin and goes as $r^{-l}$ outside, which are the boundary conditions of the Green function of $-d^2/dr^2+l(l+1)/r^2$,

$$G(r,r')=\frac{r_<^{\,l+1}r_>^{-l}}{2l+1}.$$

The prefactor follows from the required jump $-1$ of $\partial_rG$ at $r=r'$: the slopes of $r_<^{l+1}r_>^{-l}$ on the two sides differ by $-l-(l+1)$. The threshold equation $-u''+l(l+1)u/r^2=2g|v|u$ becomes $u=g\int G\,2|v|u\,dr'$. With $\phi=\sqrt{2|v|}\,u$ this is $K\phi=\phi/g$ for the symmetric Birman–Schwinger kernel $K=\sqrt{2|v(r)|}\,G(r,r')\sqrt{2|v(r')|}$. Thus $g_k=1/\lambda_k$, and $N_l$ is the number of eigenvalues $\lambda_k>1$. All $\lambda_k$ are positive, because $G$ inverts a positive operator. So $N_l\le\sum_k\lambda_k=\int K(r,r)\,dr$, which is the Bargmann bound

$$N_l\le\frac1{2l+1}\int_0^\infty2r|v|\,dr .$$

The integral is $6.397$, giving $N_0\le6.40$ and $N_1\le6.397/3=2.13$. These are upper limits only. The actual counts come from three methods that the program requires to agree: negative eigenvalues in large boxes, nodes of the integrated zero-energy solution, and eigenvalues of $K$. It also tests that scaling $v$ by $0.98/\lambda_k$ and $1.02/\lambda_k$ gives $k-1$ and $k$ levels for $k=1,2$.

For $l=0$ the largest eigenvalues are $3.886$, $0.977$ and $0.432$, and the count is 1 in boxes of 100, 400, 1600 and $10^5$ bohr. For $l=1$ the largest is $0.734$ and the count is 0. The spin-up potential thus has no bound empty level. Virtual spin-up orbitals of this potential in a finite basis or box represent the continuum, and their energies depend on the basis. A self-consistent calculation in a coarse basis with very diffuse functions has a different tail density, and since $v\propto n^{1/3}$ there it can give a slightly negative virtual level that is an artefact of the basis.

The second s level misses narrowly. It would bind at $g=1/0.977=1.023$, in a potential about 2% stronger. The same shows in the scattering length $a$, defined by $u\propto r-a$ outside the potential: a second node would sit at $r=a$ if $a$ were large and positive, and $a$ diverges at the threshold coupling. Here $a\approx-76$ bohr, several times $R_0$. With exchange only, $\lambda_2=0.904$ and $a=-13.7$ bohr, and the counts are again 1 and 0. A margin of 2% means that the count of one belongs to these two functionals and should not be assumed for another correlation parametrisation without computing it. PZ81 and VWN5 also give one s level, whereas the stronger RPA-fitted VWN correlation binds a second one. Finiteness holds for any local functional whose potential vanishes as a power of $n$.

### When a series returns

The argument used neutrality. For occupation $f$ and nuclear charge $Z$ the shell formula leaves the tail $-q/r$ with $q=Z-f$. For $q>0$ the zero-energy s solution oscillates outside the atom with phase $\sqrt{8qr}$, by the Bessel solution above with $r\to qr$, and the count is infinite. The program tests this with $Z=1$, $f=\tfrac12$, using the same local functional. The boxes hold 6, 13 and 25 s levels. Between 400 and 1600 bohr the phase $\sqrt{4R}$ grows from 40 to 80, which predicts $40/\pi=12.7$ new levels, within one of the $25-13=12$ found. The thirteenth node lies just inside 400 bohr, so a slightly smaller box would give a difference of 13. A one-electron cation in LSDA therefore has a Rydberg series, but one built on the charge $Z-1$ where the true ion has $Z$. What removes the series in neutral hydrogen is that this charge is zero and a potential local in an exponentially decaying density cannot supply the missing $-1/r$. The empty spin-down channel has a different potential and is not covered by the counts given here.

## Numbers as computed

```
bare -1/r: eps = -0.500000 Ha = -13.606 eV
exact density: U = 0.31250, Ex = -0.26804, Ec = -0.02218, int n vc = -0.02545 Ha
exact density: U+Ex = 0.04446, 2U+4Ex/3 = 0.26762 Ha
exact density: E = -0.47772, <h> = -0.25783 Ha
x-only: T = 0.45708, V = -0.95547, U = 0.29456, Ex = -0.25324 Ha
x-only: Ec = 0.00000, int n vc = 0.00000, eps-E = 0.21015 Ha
x-only: E = -0.45708, eps = -0.24693 Ha; Gaussian basis -0.45708, -0.24693 Ha
LSDA: T = 0.46667, V = -0.96565, U = 0.29839, Ex = -0.25642 Ha
LSDA: Ec = -0.02170, int n vc = -0.02492, eps-E = 0.20969 Ha
LSDA: E = -0.47871, eps = -0.26902 Ha; Gaussian basis -0.47871, -0.26902 Ha
LSDA: E = -13.026 eV, eps = -7.320 eV
LSDA: error of E = 4.26 %, error of eps = 46.2 %
LSDA: U+Exc = 0.02027 Ha, Ex/3 = -0.08547, int n vc - Ec = -0.00322 Ha
doubling an orbital change: dE ratio = 3.999, d<h> ratio = 2.008
relaxation from exact density: dE = -0.00099, d<h> = -0.01119 Ha
vH+vxc: mean = 0.2300, spread = 0.0247 Ha; overlap with exact 1s = 0.99882
vH+vxc at r = 0.1,1,2,4,8 bohr: [0.1454 0.2547 0.2203 0.1723 0.1164] Ha
dE/df at f=1 = -0.26902 Ha, int_0^1 eps df = -0.47871 Ha
f = 0.001: eps = -0.54354, E = -0.00053 Ha
f = 0.1: eps = -0.62814, E = -0.06141 Ha
f = 0.25: eps = -0.59263, E = -0.15349 Ha
f = 0.5: eps = -0.49047, E = -0.28936 Ha
f = 0.75: eps = -0.37813, E = -0.39796 Ha
kappa = 0.73351, 2kappa/3 = 0.48900 1/bohr; tail point r = 29.95 bohr
dln u/dr = -0.73351; dln|v|/dr = -0.51111, predicted -0.51126 1/bohr
rs = 1.326e+07 bohr, rs*v = -1.2072, limit -1.2079 Ha bohr; vH-1/r = -5.721e-22 Ha
-r v at r = 1,5,10,20,30 bohr: 7.453e-01 2.205e-01 2.957e-02 3.068e-04 2.662e-06 Ha bohr
s levels in boxes (100, 400, 1600) bohr: -1/r [8, 17, 35], LSDA f=0.5 [6, 13, 25]
x-only: max 2r^2|v| = 2.289, R0 = 11.82 bohr, int 2r|v| dr = 5.874
x-only l=0: boxes(+1e5) [1, 1, 1, 1], nodes 1, lambda [3.5441 0.9044 0.4003], bound 5.87
x-only: s-wave scattering length = -13.70 bohr
x-only l=1: boxes(+1e5) [0, 0, 0, 0], nodes 0, lambda [0.6646 0.3328 0.1983], bound 1.96
LSDA: max 2r^2|v| = 2.559, R0 = 12.42 bohr, int 2r|v| dr = 6.397
LSDA l=0: boxes(+1e5) [1, 1, 1, 1], nodes 1, lambda [3.8856 0.9772 0.432 ], bound 6.40
LSDA: s-wave scattering length = -76.41 bohr
LSDA l=1: boxes(+1e5) [0, 0, 0, 0], nodes 0, lambda [0.7336 0.3621 0.2151], bound 2.13
```
